**Zero-padding against record length for a two-line dipole signal**

The program tests that padding a signal of length $T$ by a factor $p$ only interpolates its spectrum, and that two equal lines separate at $\delta=c\,2\pi/T$, with $c$ set by the window. Here $F$ is the one-sided transform, $S$ its imaginary part, $L$ the line shape, and $\gamma$ the rate of exponential damping. It asserts that padded values agree with interpolation from the unpadded complex ones, that Poisson summation with its end correction holds, and that the closed line shapes agree with quadrature. It also asserts that peak counts change from one to two between $0.9$ and $1.1$ times the predicted threshold, for three windows and two record lengths. The output shows lines at 5.00 and 5.10 eV merged at 20 fs for every padding factor tried, split at 30 fs only without a window, and split at 60 fs with all three windows. For fixed damping the threshold approaches $2\gamma/\sqrt3$. Linear prediction, which assumes two undamped sinusoids, recovers both energies from the 20 fs record, with an error that grows when noise is added.

## Program and output

```python
"""
Result under test: zero-padding a time signal of duration T only interpolates
its spectrum. Two equal lines separate at delta = c * 2 pi / T, where c depends
on the window and not on the padding factor p.

Symbols: s(t) = sum_j sin(E_j t / hbar), dipole signal over its amplitude d0
         w(t/T) window, dt time step, N = T/dt samples, p*N padded length
         F(omega) one-sided transform, S = Im F absorptive spectrum
         L(x) = integral_0^T w cos(x t) dt, line shape; v = x T
Times are in fs and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

HBAR = const.hbar / const.e * 1e15      # eV fs
H = const.h / const.e * 1e15            # eV fs
DT = 0.05
LINES = np.array([5.00, 5.10])
G = np.log(100.0)                       # gamma*T of the exponential window

windows = {
    "none": lambda u: np.ones_like(u),
    "cos2": lambda u: np.cos(np.pi * u / 2) ** 2,
    "exp": lambda u: np.exp(-G * u),
}
# closed line shapes L/T as functions of v = x*T
shapes = {
    "none": lambda v: np.sinc(v / np.pi),
    "cos2": lambda v: (0.5 * np.sinc(v / np.pi)
                       + 0.25 * np.sinc(v / np.pi - 1)
                       + 0.25 * np.sinc(v / np.pi + 1)),
    "exp": lambda v: ((G + np.exp(-G) * (v * np.sin(v) - G * np.cos(v)))
                      / (G**2 + v**2)),
}
nodes, weights = np.polynomial.legendre.leggauss(500)
nodes, weights = (nodes + 1) / 2, weights / 2      # quadrature on [0, 1]


def signal(t, energies):
    return sum(np.sin(E * t / HBAR) for E in energies)


def spectrum(energies, T, window, p):
    """Energies and absorptive spectrum from the padded FFT."""
    N = round(T / DT)
    t = DT * np.arange(N)
    x = window(t / T) * signal(t, energies)
    M = p * N
    F = DT * M * np.fft.ifft(x, M)
    return H * np.arange(M) / (M * DT), F.imag


def peaks(E, S):
    """Local maxima between 3 and 7 eV above half of the highest value."""
    keep = (E > 3) & (E < 7)
    E, S = E[keep], S[keep]
    mid = S[1:-1]
    top = (mid > S[:-2]) & (mid >= S[2:]) & (mid > 0.5 * S.max())
    return E[1:-1][top]


def threshold(window):
    """c = delta*T/(2 pi) at which the midpoint curvature first vanishes."""
    def moment(y):
        return np.sum(weights * nodes**2 * window(nodes) * np.cos(y * nodes))
    grid = np.arange(0.05, 60, 0.05)
    values = np.array([moment(y) for y in grid])
    i = np.where(values[:-1] * values[1:] < 0)[0][0]
    return brentq(moment, grid[i], grid[i + 1]) / np.pi


# --- dipole signal after a weak impulse: three-level state vector -----------
mu = 1e-29                                   # C m
kick = 1e-3 * const.hbar / mu                # V s / m
dip = np.zeros((3, 3))
dip[0, 1:] = dip[1:, 0] = mu
levels = np.array([0.0, *LINES])
psi0 = expm(1j * kick * dip / const.hbar)[:, 0]
times = np.linspace(0, 20, 301)
psi = np.exp(-1j * np.outer(times, levels) / HBAR) * psi0
d_exact = np.einsum("ti,ij,tj->t", psi.conj(), dip, psi).real
d0 = 2 * kick * mu**2 / const.hbar
assert np.max(np.abs(d_exact / d0 - signal(times, LINES))) < 1e-5
print(f"impulse K = {kick:.4e} V s/m, dipole mu = {mu:.1e} C m")
print(f"signal amplitude d0 = {d0:.3e} C m")
print(f"lines: {LINES[0]:.2f} and {LINES[1]:.2f} eV, dt = {DT} fs")

# --- padding evaluates, and the unpadded values already fix, one function ---
T = 20.0
N = round(T / DT)
n = np.arange(N)
x = signal(n * DT, LINES)
coarse = DT * N * np.fft.ifft(x)
padded = DT * 8 * N * np.fft.ifft(x, 8 * N)
worst = 0.0
for k in (189, 193, 195, 197, 203):          # points absent from coarse grid
    omega = 2 * np.pi * k / (8 * N * DT)
    direct = DT * np.sum(x * np.exp(1j * omega * n * DT))
    gap = (omega - 2 * np.pi * n / (N * DT)) * DT
    kernel = (np.exp(1j * gap * (N - 1) / 2) * np.sin(N * gap / 2)
              / (N * np.sin(gap / 2)))
    interpolated = np.sum(coarse * kernel)
    worst = max(worst, abs(padded[k] - interpolated), abs(direct - padded[k]))
assert worst < 1e-9
print(f"padded minus interpolated spectrum, largest: {worst:.1e} fs")

# --- Poisson summation: time step gives aliases -----------------------------
step, omega = 0.25, 4.87 / HBAR
Np = round(T / step)
tp = step * np.arange(Np)
m = np.arange(-20000, 20001)
parts = {"none": [(1.0, 0.0)],
         "cos2": [(0.5, 0.0), (0.25, np.pi / T), (0.25, -np.pi / T)]}
for name, terms in parts.items():
    w = windows[name]
    images = np.zeros(len(m), complex)
    for coef, shift in terms:
        for E in LINES:
            for sign in (1, -1):
                q = omega + shift + sign * E / HBAR + 2 * np.pi * m / step
                images += sign * coef / 2j * (np.exp(1j * q * T) - 1) / (1j * q)
    sampled = step * np.sum(w(tp / T) * signal(tp, LINES)
                            * np.exp(1j * omega * tp))
    end = w(np.array(1.0)) * signal(T, LINES) * np.exp(1j * omega * T)
    assert abs(sampled - images.sum() + step / 2 * end) < 1e-5
    if name == "cos2":
        alias = abs(images.sum() - images[m == 0][0])
        assert alias > 1e-3                  # the images really contribute
print(f"alias distance h/dt = {H / DT:.2f} eV")

# --- line shapes: direct quadrature against the closed forms ----------------
for name, w in windows.items():
    for E in (4.8, 4.97, 5.06, 5.3):
        t = T * nodes
        direct = T * np.sum(weights * w(nodes) * signal(t, LINES)
                            * np.sin(E * t / HBAR))
        closed = T / 2 * sum(shapes[name]((E - Ej) * T / HBAR)
                             - shapes[name]((E + Ej) * T / HBAR)
                             for Ej in LINES)
        assert abs(direct - closed) < 1e-9
one_sided = lambda v: np.sum(weights * np.exp(1j * v * nodes))
assert abs(one_sided(2 * np.pi)) < 1e-12
assert abs(one_sided(np.pi).real) < 1e-12 and abs(one_sided(np.pi)) > 0.5
print(f"modulus of one-sided transform at pi/T: {abs(one_sided(np.pi)):.4f} T")

# --- widths, side lobes, and thresholds tested by counting peaks ------------
print("window: FWHM and threshold c in units of 2 pi/T, lowest L/L(0)")
c = {}
far = np.arange(0.0, 3000.0, 0.02)
for name, w in windows.items():
    L = shapes[name]
    half = brentq(lambda v: L(v) - 0.5 * L(0.0), 0.1, 6.0)
    fwhm = half / np.pi
    c[name] = threshold(w)
    lobe = np.min(L(far)) / L(0.0)
    print(f"  {name}: FWHM {fwhm:.4f}, c {c[name]:.4f}, lobe {100*lobe:.4f} %")
    if name == "cos2":
        assert abs(fwhm - 1) < 1e-9
    for duration in (60.0, 120.0):
        for factor, count in ((0.9, 1), (1.1, 2)):
            split = factor * c[name] * H / duration
            pair = 5.05 + np.array([-0.5, 0.5]) * split
            assert len(peaks(*spectrum(pair, duration, w, 64))) == count

# --- worked example: padding against duration -------------------------------
factors = (1, 2, 4, 16, 64)
print(f"number of peaks without window, padding p = {factors}")
for T in (20.0, 30.0):
    counts = [len(peaks(*spectrum(LINES, T, windows["none"], p)))
              for p in factors]
    print(f"  T = {T:.0f} fs: {counts}")
    assert counts[0] == 1
    assert counts[-1] == (1 if T == 20.0 else 2)
    if T == 20.0:
        assert set(counts) == {1}
print("peak positions at p = 64")
expected = {20.0: (1, 1, 1), 30.0: (2, 1, 1), 60.0: (2, 2, 2)}
for T, wanted in expected.items():
    ratio = (LINES[1] - LINES[0]) * T / H
    print(f" T = {T:.0f} fs: h/T = {H/T:.4f} eV, separation = {ratio:.3f} h/T")
    for (name, w), count in zip(windows.items(), wanted):
        found = peaks(*spectrum(LINES, T, w, 64))
        assert len(found) == count
        assert (ratio > c[name]) == (count == 2)
        print(f"  {name}: " + ", ".join(f"{E:.3f}" for E in found) + " eV")
    if T == 30.0:
        E, S = spectrum(LINES, T, windows["none"], 64)
        dip_ratio = np.interp(5.05, E, S) / S.max()
        print(f"  none: midpoint / highest peak = {dip_ratio:.3f}")

# --- what padding does improve: reading the place of an isolated line -------
print("isolated line at 5.00 eV, T = 20 fs, highest grid point")
errors = []
for p in (1, 64):
    E, S = spectrum([5.00], 20.0, windows["none"], p)
    place = E[: len(E) // 2][np.argmax(S[: len(E) // 2])]
    errors.append(abs(place - 5.00))
    print(f"  p = {p}: {place:.4f} eV, grid step {E[1]:.4f} eV")
assert errors[1] < 0.003 < errors[0]

# --- fixed damping rate: a longer run stops helping -------------------------
damping = 0.10                                # hbar*gamma
limit = 2 * damping / np.sqrt(3)
print(f"fixed hbar*gamma = {damping:.2f} eV, threshold separation")
for T in (30.0, 60.0, 120.0):
    gT = damping * T / HBAR
    split = threshold(lambda u: np.exp(-gT * u)) * H / T
    print(f"  T = {T:.0f} fs: {split:.4f} eV")
assert abs(split / limit - 1) < 0.01
print(f"  limit 2 hbar*gamma/sqrt(3) = {limit:.4f} eV")

# --- a two-sinusoid model recovers the lines from the merged record ---------
tau = 4 * DT
record = signal(tau * np.arange(100), LINES)  # 20 fs


def linear_prediction(y):
    """Energies from y[n+2]+y[n-2] + a(y[n+1]+y[n-1]) + b y[n] = 0."""
    A = np.column_stack([y[3:-1] + y[1:-3], y[2:-2]])
    a, b = np.linalg.lstsq(A, -(y[4:] + y[:-4]), rcond=None)[0]
    cosines = np.roots([4, 2 * a, b - 2]).real
    return np.sort(np.arccos(np.clip(cosines, -1, 1))) * HBAR / tau


clean = linear_prediction(record)
clean_error = np.max(np.abs(clean - LINES))
rng = np.random.default_rng(1)
noise = 1e-5
trials = [linear_prediction(record + noise * rng.standard_normal(100)) - LINES
          for _ in range(200)]
noisy_error = np.sqrt(np.mean(np.square(trials)))
assert clean_error < 1e-8
assert 100 * clean_error < noisy_error < 0.01
print(f"linear prediction, T = 20 fs: {clean[0]:.6f}, {clean[1]:.6f} eV")
print(f"  rms error with noise {noise:.0e} d0: {noisy_error:.1e} eV")

print("no test failed")
```

Printed output:

```
impulse K = 1.0546e-08 V s/m, dipole mu = 1.0e-29 C m
signal amplitude d0 = 2.000e-32 C m
lines: 5.00 and 5.10 eV, dt = 0.05 fs
padded minus interpolated spectrum, largest: 7.4e-14 fs
alias distance h/dt = 82.71 eV
modulus of one-sided transform at pi/T: 0.6366 T
window: FWHM and threshold c in units of 2 pi/T, lowest L/L(0)
  none: FWHM 0.6034, c 0.6626, lobe -21.7229 %
  cos2: FWHM 1.0000, c 0.9422, lobe -2.6708 %
  exp: FWHM 1.4674, c 0.9578, lobe -0.0025 %
number of peaks without window, padding p = (1, 2, 4, 16, 64)
  T = 20 fs: [1, 1, 1, 1, 1]
  T = 30 fs: [1, 1, 2, 2, 2]
peak positions at p = 64
 T = 20 fs: h/T = 0.2068 eV, separation = 0.484 h/T
  none: 5.050 eV
  cos2: 5.050 eV
  exp: 5.050 eV
 T = 30 fs: h/T = 0.1379 eV, separation = 0.725 h/T
  none: 4.997, 5.103 eV
  cos2: 5.049 eV
  exp: 5.049 eV
  none: midpoint / highest peak = 0.858
 T = 60 fs: h/T = 0.0689 eV, separation = 1.451 h/T
  none: 5.004, 5.096 eV
  cos2: 4.998, 5.102 eV
  exp: 5.006, 5.094 eV
isolated line at 5.00 eV, T = 20 fs, highest grid point
  p = 1: 4.9628 eV, grid step 0.2068 eV
  p = 64: 5.0016 eV, grid step 0.0032 eV
fixed hbar*gamma = 0.10 eV, threshold separation
  T = 30 fs: 0.1313 eV
  T = 60 fs: 0.1149 eV
  T = 120 fs: 0.1155 eV
  limit 2 hbar*gamma/sqrt(3) = 0.1155 eV
linear prediction, T = 20 fs: 5.000000, 5.100000 eV
  rms error with noise 1e-05 d0: 1.1e-05 eV
no test failed
```
